\section*{Singlet BCS States as Determinants of a Pair Function, with Unpaired Electrons}

\section{The matrix to be coded}

A Monte Carlo code that uses a paired trial state must evaluate its amplitude at every move. Two choices have to be settled first: whether the fixed-number part of a BCS state needs a long sum of Slater determinants, and what replaces the square matrix when the numbers of up and down electrons differ. For singlet pairing, one determinant is enough in both cases. With $n$ up positions $r_i$ and $n$ down positions $r'_j$,
\begin{equation}
A(R)=C\,\det[\phi(r_i,r'_j)],\qquad i,j=1,\dots,n,
\label{main}
\end{equation}
where $\phi$ is the pair function and $C$ does not depend on the positions. With $m$ further up electrons in orbitals $\chi_l$, the matrix gains $m$ rows and $m$ columns:
\begin{equation}
A(R)=C'\det\bigl[\,\phi(r_i,r'_j)\;\big|\;\chi_l(r_i)\,\bigr],
\label{border}
\end{equation}
with $i\le n+m$, $j\le n$ and $l\le m$. The constants cancel from Monte Carlo ratios but are kept below, because they are needed to compare with the BCS state itself.

\section{Conventions}

The field operators obey $\{\psi_\sigma(r),\psi^\dagger_{\sigma'}(r')\}=\delta_{\sigma\sigma'}\delta(r-r')$; on a lattice, the delta function is a Kronecker delta and integrals are sums. The orbitals $w_k$ are orthonormal, finite in number, and form a set closed under $k\to-k$. Their creation operators are
\begin{equation}
c^\dagger_{k\sigma}=\int dr\,w_k(r)\psi^\dagger_\sigma(r).
\label{orb}
\end{equation}
A configuration is the ordered state
\begin{equation}
|R\rangle=\psi^\dagger_\uparrow(r_1)\psi^\dagger_\downarrow(r'_1)\cdots
\psi^\dagger_\uparrow(r_n)\psi^\dagger_\downarrow(r'_n)|0\rangle .
\label{config}
\end{equation}
Unpaired up operators, and then unpaired down operators, stand to the right of the pairs. Another order can change the overall sign of $A(R)=\langle R|\Psi\rangle$.

Here the spins are assigned: electrons with coordinates $r_i$ are up, the others down. This is sufficient for spin-independent observables. In the fully antisymmetric wave function, any other assignment with the same numbers of up and down spins follows by relabelling electrons, which changes at most a sign. A symmetric, spin-independent operator therefore has the same expectation ratio in each assignment.

\section{From the BCS product to a fixed number}

The BCS state is
\begin{equation}
|\mathrm{BCS}\rangle=\prod_k(u_k+v_kb_k)|0\rangle,\qquad
b_k=c^\dagger_{k\uparrow}c^\dagger_{-k\downarrow}.
\end{equation}
Assume $u_k\ne0$ for now and set $g_k=v_k/u_k$. Exchanging two pair operators moves two fermion operators past two others. The four sign changes cancel, so the $b_k$ commute. Also $b_k^2=0$, since it contains $(c^\dagger_{k\uparrow})^2=0$. Thus the exponential series of $g_kb_k$ stops after its linear term, and
\begin{align}
|\mathrm{BCS}\rangle
&=\Bigl(\prod_ku_k\Bigr)\prod_k(1+g_kb_k)|0\rangle\nonumber\\
&=\Bigl(\prod_ku_k\Bigr)\prod_ke^{g_kb_k}|0\rangle
=\Bigl(\prod_ku_k\Bigr)e^{\Gamma^\dagger}|0\rangle,
\end{align}
with $\Gamma^\dagger=\sum_kg_kb_k$. Commutation justifies merging the exponentials. Each $\Gamma^\dagger$ adds two electrons, so projection on $N=2n$ retains one term:
\begin{equation}
P_{2n}|\mathrm{BCS}\rangle=\Bigl(\prod_ku_k\Bigr)
\frac{(\Gamma^\dagger)^n}{n!}|0\rangle .
\label{projected}
\end{equation}
Inserting \eqref{orb} into $\Gamma^\dagger$ gives
\begin{align}
\Gamma^\dagger&=\int dr\,dr'\,\phi(r,r')
\psi^\dagger_\uparrow(r)\psi^\dagger_\downarrow(r'),\label{gamma}\\
\phi(r,r')&=\sum_kg_kw_k(r)w_{-k}(r').\label{phi}
\end{align}
If $g_k=g_{-k}$, relabelling $k\to-k$ shows that $\phi(r,r')=\phi(r',r)$. This is the spatial symmetry of a singlet pair.

Replacing $\phi$ by $\lambda\phi$ multiplies the projected amplitude by $\lambda^n$. At fixed $N$, the scale of $\phi$ is therefore a redundant parameter, although in the unprojected state it controls the relative weights of different particle numbers.

\section{Evaluation of the overlap}

From \eqref{gamma},
\begin{equation}
\frac{(\Gamma^\dagger)^n}{n!}|0\rangle=\frac1{n!}\int
\prod_{k=1}^n dx_k\,dy_k\,\phi(x_k,y_k)\,
\psi^\dagger_\uparrow(x_1)\psi^\dagger_\downarrow(y_1)\cdots|0\rangle .
\end{equation}
Here $k$ labels pairs, not momenta. To take the overlap with $|R\rangle$, move all up operators to the left in both states. Both have the same order of spins, so both acquire the same sign, and it cancels. The up part is nonzero only if the $x_k$ are a permutation of the $r_i$; restoring the order gives the sign of that permutation. The down part behaves likewise. Hence
\begin{equation}
\begin{split}
\langle R|x_1y_1\cdots x_ny_n\rangle
=\sum_{P,Q}&\operatorname{sgn}P\,\operatorname{sgn}Q\\
&\times\prod_k\delta(x_k-r_{Pk})\,\delta(y_k-r'_{Qk}).
\end{split}
\end{equation}
The integrals now give
\begin{equation}
\frac1{n!}\sum_{P,Q}\operatorname{sgn}P\,\operatorname{sgn}Q
\prod_k\phi(r_{Pk},r'_{Qk}).
\label{doubleperm}
\end{equation}
For fixed $Q$, put $j=Qk$ and $\sigma=PQ^{-1}$. Then $Pk=\sigma j$ and $\operatorname{sgn}\sigma=\operatorname{sgn}P\operatorname{sgn}Q$. The sum over $P$ becomes
\begin{equation}
\sum_\sigma\operatorname{sgn}\sigma\prod_j\phi(r_{\sigma j},r'_j)
=\det[\phi(r_i,r'_j)].
\end{equation}
It has the same value for each of the $n!$ permutations $Q$, which cancels the prefactor $1/n!$. Therefore
\begin{equation}
\langle R|P_{2n}|\mathrm{BCS}\rangle
=\Bigl(\prod_ku_k\Bigr)\det[\phi(r_i,r'_j)].
\label{result}
\end{equation}
This is \eqref{main} with $C=\prod_ku_k$. The determinant sums over all ways of assigning one down partner to each up electron, with the signs required by antisymmetry.

\subsection{The same result from antisymmetrized pairs}

In first quantization, a singlet pair is $\phi(r,r')s(\sigma,\sigma')$ with
$s=(\delta_{\sigma\uparrow}\delta_{\sigma'\downarrow}
-\delta_{\sigma\downarrow}\delta_{\sigma'\uparrow})/\sqrt2$.
Take $n$ such factors and sum over all $(2n)!$ electron permutations with their signs. At spins $\uparrow\downarrow\uparrow\downarrow\cdots$, a term survives only if each factor receives one up and one down electron. Exchanging the two electrons in one factor reverses both the permutation sign and $s$, while $\phi$ is unchanged. This gives $2^n$ equal contributions. With the up electron first in each factor, the remaining sum is the double sum in \eqref{doubleperm} without $1/n!$, namely $n!\det\phi$. The spin factors supply $2^{-n/2}$, so the total is
\begin{equation}
2^n\,2^{-n/2}\,n!\det\phi=2^{n/2}n!\det\phi .
\end{equation}
The ratio to the determinant is 4 for $n=2$ and $12\sqrt2\approx16.97$ for $n=3$. The program tests both by explicit permutation at continuous positions.

\section{What the determinant contains}

Write column $j$ of the matrix as $\sum_kg_kw_{-k}(r'_j)\,w_k(r_i)$. Since a determinant is linear in each column,
\begin{equation}
\det\phi=\sum_{k_1,\dots,k_n}\Bigl[\prod_jg_{k_j}w_{-k_j}(r'_j)\Bigr]
\det[w_{k_j}(r_i)].
\end{equation}
Terms with repeated labels vanish because two columns coincide. Group the others by the set $S$ of labels. Permuting the labels in $S$ gives the last determinant a sign, and the signed sum of the down factors is itself a determinant. Thus
\begin{equation}
\det\phi=\sum_{|S|=n}\Bigl(\prod_{k\in S}g_k\Bigr)
\det[w_k(r_i)]_{k\in S}\det[w_{-k}(r'_j)]_{k\in S}.
\label{cb}
\end{equation}
The single determinant therefore includes every choice of $n$ occupied pair levels, but their coefficients are products of the $g_k$ and, with $K$ levels and $2\le n\le K-2$, cannot be chosen independently, since $\binom{K}{n}$ coefficients then depend on only $K$ numbers. If exactly $n$ of the $g_k$ are nonzero, one product of Slater determinants remains: the unpaired Fermi sea when these are the lowest levels. With fewer than $n$ nonzero $g_k$, the amplitude vanishes.

Multiplying \eqref{cb} by $\prod_ku_k$ gives coefficients $\prod_{k\in S}v_k\prod_{k\notin S}u_k$. These stay finite when some $u_k\to0$, although $g_k$ diverges. Such a level is filled in every term. Section~\ref{both} gives a form of the matrix for this case that avoids the divergent ratio.

\section{Unpaired electrons of one spin}

Let
\begin{equation}
|\Psi\rangle=\frac{(\Gamma^\dagger)^n}{n!}
a^\dagger_{\chi_1\uparrow}\cdots a^\dagger_{\chi_m\uparrow}|0\rangle,
\qquad a^\dagger_{\chi\uparrow}=\int dr\,\chi(r)\psi^\dagger_\uparrow(r).
\label{unpaired}
\end{equation}
There are now $n+m$ up positions. The overlap calculation is unchanged, except that $P$ permutes $n+m$ labels and $Q$ permutes $n$:
\begin{equation}
\begin{split}
A=\frac1{n!}\sum_{P,Q}&\operatorname{sgn}P\operatorname{sgn}Q
\prod_{k=1}^n\phi(r_{Pk},r'_{Qk})\\
&\times\prod_{l=1}^m\chi_l(r_{P(n+l)}).
\end{split}
\end{equation}
Extend $Q$ to $n+m$ labels by leaving the last $m$ fixed, and again put $\sigma=PQ^{-1}$. Each $Q$ gives
\begin{equation}
\sum_\sigma\operatorname{sgn}\sigma
\prod_{j=1}^n\phi(r_{\sigma j},r'_j)
\prod_{l=1}^m\chi_l(r_{\sigma(n+l)}),
\end{equation}
which is the determinant in \eqref{border}, with a plus sign. The $n!$ equal terms cancel the prefactor, so $C'=1$ for the state \eqref{unpaired}. The orbitals $\chi_l$ must be linearly independent; otherwise the columns are dependent and the amplitude is zero.

\subsection{Blocking and redundant parameters}

An unpaired electron in level $q$ of a BCS state is described by
\begin{equation}
a^\dagger_{q\uparrow}\prod_{k\ne q}(u_k+v_kb_k)|0\rangle ,
\end{equation}
where $a^\dagger_{q\uparrow}=c^\dagger_{q\uparrow}$. The pair $(q\uparrow,-q\downarrow)$ is blocked. Repeating the exponential step gives $C'=\prod_{k\ne q}u_k$; the factor $u_q$ is absent. Since $b_qa^\dagger_{q\uparrow}=0$, the term $k=q$ may nevertheless stay in $\phi$.

The determinant shows the same freedom. Under
\begin{equation}
\phi(r,r')\to\phi(r,r')+\sum_l\chi_l(r)h_l(r'),
\label{gauge}
\end{equation}
each pair column $j$ gains the combination $\sum_lh_l(r'_j)\chi_l$ of border columns, and the determinant does not change. An optimizer has zero derivative along those of these directions that its parametrization of $\phi$ contains. For an unrestricted $\phi$ the functions $h_l$ are arbitrary. If $\phi$ is kept symmetric, the added term must be symmetric too, which requires $h_l=\sum_{l'}c_{ll'}\chi_{l'}$ with $c_{ll'}=c_{l'l}$ and leaves $m(m+1)/2$ directions. They should be removed or regularized before a parameter-overlap matrix is inverted.

\subsection{Total spin}

With $\hbar=1$, let $S_+=\int dr\,\psi^\dagger_\uparrow(r)\psi_\downarrow(r)$. It commutes with $\psi^\dagger_\uparrow$ and converts $\psi^\dagger_\downarrow$ to $\psi^\dagger_\uparrow$, so
\begin{align}
[S_+,\Gamma^\dagger]
&=\int dr\,dr'\,\phi(r,r')\psi^\dagger_\uparrow(r)\psi^\dagger_\uparrow(r')
\nonumber\\
&=\frac12\int dr\,dr'\,[\phi(r,r')-\phi(r',r)]
\psi^\dagger_\uparrow(r)\psi^\dagger_\uparrow(r').
\end{align}
The second line averages the first with its form after exchanging the integration variables; anticommutation supplies the minus sign. For symmetric $\phi$ the commutator vanishes. Since $S_+$ also annihilates the unpaired up electrons, $S_+|\Psi\rangle=0$. The identity $S^2=S_-S_++S_z(S_z+1)$ with $S_z=m/2$ gives
\begin{equation}
S^2|\Psi\rangle=\frac m2\Bigl(\frac m2+1\Bigr)|\Psi\rangle .
\end{equation}
Thus $S=0$ without unpaired electrons and $S=m/2$ with them.

The determinant formula does not use the symmetry of $\phi$; the spin result does. A random nonsymmetric $\phi$ with two pairs gives $\langle S^2\rangle=1.22\,\hbar^2$ in the numerical check. Symmetry is sufficient but not necessary. With a border, \eqref{gauge} can make $\phi$ nonsymmetric without changing the state. Without one, two pairs with only $g_k$ and $g_{-k}$ nonzero give, by \eqref{cb}, the same state up to the factor $g_kg_{-k}$ whether or not $g_k=g_{-k}$.

If both up-up and down-down pairs are added to $\Gamma^\dagger$, terms with one pair of each kind contribute even at equal numbers of up and down electrons. The one-to-one assignment of up to down electrons is then lost, and this derivation no longer applies. With up-up pairs alone, every term that uses one has more up than down electrons, so the amplitude at equal numbers is still \eqref{main}, but the state no longer has a definite $S_z$.

\section{Unpaired electrons of both spins}
\label{both}

Suppose $a$ up electrons occupy $\chi_l$ and $b$ down electrons occupy $\eta_l$, in that operator order to the right of $(\Gamma^\dagger)^n/n!$. Define
\begin{equation}
M=\begin{pmatrix}\phi(r_i,r'_j)&\chi_l(r_i)\\
\eta_{l'}(r'_j)&0\end{pmatrix}.
\end{equation}
There are $n+a$ up rows and $b$ orbital rows, $n+b$ down columns and $a$ orbital columns, so $M$ is square. The zero block forces each orbital row to select a down electron and each orbital column an up electron. The remaining $n$ electrons of each spin are paired by $\phi$. These are the terms of the amplitude.

To fix the sign, take the term in which all electrons keep their original order. In $M$, the $a$ unpaired up rows select the last $a$ columns, while the following $b$ orbital rows select the $b$ columns just before them. Each of the $a$ selections crosses each of the $b$ selections, giving $ab$ inversions. Permuting up or down labels changes the sign of the amplitude and of $\det M$ in the same way. Therefore
\begin{equation}
A=(-1)^{ab}\det M .
\label{twosided}
\end{equation}
For $n=0$ and $a=b=1$, $\det M=-\chi(r)\eta(r')$ while $A=\chi(r)\eta(r')$, as required. This example also shows that the state need not have definite spin. It is a single pair with pair function $\chi(r)\eta(r')$. The symmetric part $[\chi(r)\eta(r')+\eta(r)\chi(r')]/2$ is a singlet by the result above, and it is nonzero because its overlap with $\chi(r)\eta(r')$ is $(\|\chi\|^2\|\eta\|^2+|\langle\chi|\eta\rangle|^2)/2>0$. The state is not a pure singlet either: $S_+$ turns it into two up electrons in $\chi$ and $\eta$, which is nonzero for independent orbitals, although $S_z=0$. It therefore contains both $S=0$ and $S=1$.

Equation \eqref{twosided} also handles filled levels with $u_k=0$. For $f\le n$ of them (for $f>n$ the $2n$-electron part vanishes), omit their terms from $\phi$, put $w_k$ in the up border and $w_{-k}$ in the down border, and use $n-f$ pairs from the other levels. Reordering the operators and the factors $v_k$ contributes a constant alone. The matrix has dimension $(n-f)+2f=n+f$.

\section{Updating the matrix}

Moving one up electron changes one row of $M$, including its $\chi$ entries. Expanding along that row and using the cofactors $C_{ij}=\det M\,(M^{-1})_{ji}$ gives
\begin{equation}
\frac{\det M_{\rm new}}{\det M}
=\sum_jM^{\rm new}_{ij}(M^{-1})_{ji}.
\end{equation}
Moving a down electron changes one column, including its $\eta$ entries, and the corresponding ratio is $\sum_i(M^{-1})_{ji}M^{\rm new}_{ij}$. Both formulas require the old determinant to be nonzero.

\section{A six-site ring}

Consider a ring with hopping $t$, chemical potential $\mu=-0.5t$ and uniform gap $\Delta=t$. These are model parameters. In mean-field theory,
\begin{equation}
\xi_k=-2t\cos k-\mu,\qquad E_k=\sqrt{\xi_k^2+\Delta^2},
\end{equation}
with $u_k^2=(1+\xi_k/E_k)/2$ and $v_k^2=(1-\xi_k/E_k)/2$. For positive $u_k$ and $v_k$,
\begin{equation}
g_k=\sqrt{\frac{E_k-\xi_k}{E_k+\xi_k}}=\frac{E_k-\xi_k}{\Delta},
\end{equation}
because $(E_k+\xi_k)(E_k-\xi_k)=\Delta^2$. At $k=0$, $g_0=1.8028+1.5000=3.3028$. The values at $\pi/3$, $2\pi/3$ and $\pi$ are 1.6180, 0.3028 and 0.1926.

With plane waves $w_k(r)=e^{ikr}/\sqrt6$, the pair function depends on the distance $d$. On the same site,
\begin{equation}
\phi_0=\frac{3.3028+2(1.6180)+2(0.3028)+0.1926}{6}=1.2228 .
\end{equation}
At distances 1, 2 and 3 it is 0.7376, 0.2624 and 0.0799.

\subsection{Six electrons}

Place both the up and the down electrons on sites 0, 2 and 4. All diagonal entries are $\phi_0$ and all others $\phi_2$. The vector $(1,1,1)$ has eigenvalue $\phi_0+2\phi_2$, and the two directions orthogonal to it have eigenvalue $\phi_0-\phi_2$. Hence
\begin{equation}
\det\phi=(\phi_0-\phi_2)^2(\phi_0+2\phi_2)
=(0.9604)^2(1.7477)=1.612 .
\end{equation}
Multiplication by $\prod_ku_k=0.072045$ gives 0.1161, equal to the amplitude found directly in Fock space.

If the down electrons move to sites 1, 3 and 5, the determinant is 0.6725. The first configuration is then $(1.612/0.6725)^2\approx5.7$ times as probable. The number of doubly occupied sites does not by itself order the probabilities: up sites $(0,1,2)$ with down sites $(0,1,3)$ have two double occupations but a smaller determinant, 0.5336.

Over all 400 configurations, the squared determinants sum to 89.114. The six-electron sector of the BCS state therefore has weight
\begin{equation}
(0.072045)^2(89.114)=0.4625 .
\end{equation}
The mean number of doubly occupied sites is 1.968 in this sector and 1.500 in the Fermi sea. The latter follows because the sea factorizes into independent up and down parts, each with density $1/2$ per site: $6(1/2)^2=1.5$. The same argument gives 1.5 for every single term of \eqref{cb}, and different terms are orthogonal, so their diagonal contributions average to 1.5. The increase therefore comes from the cross terms between different sets $S$.

\subsection{Five electrons}

Put an unpaired up electron in the $k=0$ orbital, with up sites 0, 2 and 4 and down sites 0 and 2. This level is chosen for its real entries; its quasiparticle energy, $1.80t$, is above the $1.12t$ at $k=\pi/3$. The matrix is
\begin{equation}
M=\begin{pmatrix}
1.2228&0.2624&0.4082\\
0.2624&1.2228&0.4082\\
0.2624&0.2624&0.4082
\end{pmatrix}.
\end{equation}
Subtracting the third row from the first two leaves $\phi_0-\phi_2$ on the diagonal of the upper left block and zeros elsewhere in those rows. Thus
\begin{equation}
\det M=0.40825\,(0.9604)^2=0.3766 .
\end{equation}
The $k=0$ term adds the same constant to every $\phi_d$ and cancels from $\phi_0-\phi_2$, as blocking requires. With $\prod_{k\ne0}u_k=0.2486$, the amplitude is 0.0936, again equal to the Fock-space value.

The numerical check tests \eqref{result}, \eqref{border} and \eqref{twosided} against amplitudes built from fermion operators, including random complex pair functions and orbitals.

\section*{Values computed for the example and the checks}
\begin{verbatim}
sites 6; t = 1.0 t, mu = -0.5 t, gap = 1.0 t
k=0*pi/3: xi=-1.5000 t, E=1.8028 t, u=0.28978, v=0.95709, g=3.30278
k=1*pi/3: xi=-0.5000 t, E=1.1180 t, u=0.52573, v=0.85065, g=1.61803
k=2*pi/3: xi=1.5000 t, E=1.8028 t, u=0.95709, v=0.28978, g=0.30278
k=3*pi/3: xi=2.5000 t, E=2.6926 t, u=0.98196, v=0.18911, g=0.19258
pair function at distance 0 sites: 1.222830
pair function at distance 1 sites: 0.737575
pair function at distance 2 sites: 0.262425
pair function at distance 3 sites: 0.079946
product of all u_k: 0.072045
mean electron number of BCS state: 5.13390
weight of six-electron sector: 0.462539
sum of squared determinants, six electrons: 89.11391
number of six-electron configurations: 400
Slater products in the expansion: 20
up (0, 2, 4), down (0, 2, 4): matrix rows
  1.22283 0.26242 0.26242 | 0.26242 1.22283 0.26242 | 0.26242 0.26242 1.22283
  determinant 1.612020, times prod u 0.116137
  Fock amplitude 0.116137, probability in sector 0.029161
up (0, 2, 4), down (1, 3, 5): matrix rows
  0.73758 0.07995 0.73758 | 0.73758 0.73758 0.07995 | 0.07995 0.73758 0.73758
  determinant 0.672542, times prod u 0.048453
  Fock amplitude 0.048453, probability in sector 0.005076
up (0, 1, 2), down (0, 1, 3): matrix rows
  1.22283 0.73758 0.07995 | 0.73758 1.22283 0.26242 | 0.26242 0.73758 0.73758
  determinant 0.533595, times prod u 0.038443
  Fock amplitude 0.038443, probability in sector 0.003195
doubly occupied sites, projected BCS: 1.96752
doubly occupied sites, Fermi sea: 1.50000
<S^2>, six electrons: 0.000000 hbar^2
five electrons, k=0 up blocked; up (0, 2, 4), down (0, 2): rows
  1.22283 0.26242 0.40825 | 0.26242 1.22283 0.40825 | 0.26242 0.26242 0.40825
  bordered determinant 0.376559
  same with k=0 term removed from phi 0.376559
  product of u_k without k=0: 0.248615
  product times determinant 0.093618
  Fock amplitude 0.093618
<S^2>, five electrons: 0.750000 hbar^2
<S^2>, random symmetric phi, 0, 1, 2 unpaired: 0.0000, 0.7500, 2.0000 hbar^2
<S^2>, random nonsymmetric phi: 1.2174 hbar^2
antisymmetrized pairs / determinant, n=2, 3: 4.000000, 16.970563
largest relative error, general borders: 9e-16
\end{verbatim}
